# Sticking Probability and Saturated Growth per Cycle in Atomic Layer Deposition

**Q:** I am comparing two precursors for atomic layer deposition. For one, the calculated barrier to reaction with the surface is so high that about one hit in ten thousand on a free site reacts. For the other it is one in a hundred. The first must therefore deposit much less per cycle. My model even says so: with 0.10 s pulses, I get 0.043 nm per cycle for the first and 0.113 nm for the second.

**A:** What did you hold fixed in that comparison?

**Q:** Pressure, temperature, number of surface sites, and pulse time.

**A:** Then you compared the amounts deposited in 0.10 s. To see whether the saturated amounts differ, we must follow each pulse until it stops depositing. Let us take the ideal case first: a flat, openly exposed surface with $N$ sites per area, all alike. A molecule hitting a free site reacts with probability $s$, where $0<s\le1$. It never leaves again, and a used site accepts nothing more. Purges remove all gas and no product. How many molecules hit the surface?

**Q:** I would use the Maxwell distribution. If $v$ is the velocity component towards the surface and $n=p/k_BT$ is the gas density, the hit rate per area is

$$
\Phi=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv .
$$

The integral of $v\,e^{-mv^2/2k_BT}$ is $k_BT/m$, so

$$
\Phi=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
$$

**A:** Good. Each site receives $\Phi/N$ hits per second. If $\theta$ is the fraction of sites already used, a hit finds a free site with probability $1-\theta$ and then reacts with probability $s$:

$$
\frac{d\theta}{dt}=r(1-\theta),\qquad r=\frac{s\Phi}{N}.
$$

Separate the variables, starting from $\theta=0$:

$$
\int_0^\theta\frac{d\theta'}{1-\theta'}=rt
\;\Rightarrow\; -\ln(1-\theta)=rt
\;\Rightarrow\; \theta=1-e^{-s\Phi t/N}.
$$

What happens at long times?

**Q:** The exponential vanishes, and $\theta$ tends to 1. The value of $s$ has dropped out, provided that it is not zero.

**A:** Yes. The sticking probability sets how fast the free sites disappear. It does not set how many there were. To leave a fraction $\varepsilon$ unfilled, we need $e^{-s\Phi t/N}=\varepsilon$. Taking the logarithm and inserting $\Phi$ gives the exposure, pressure times time:

$$
pt=\frac{X_1}{s}\ln\frac1\varepsilon,\qquad X_1=N\sqrt{2\pi mk_BT}.
$$

Here $X_1$ is the exposure that delivers, on average, one hit per site. A hundredfold smaller $s$ costs a hundredfold larger exposure.

**Q:** How does the coverage become a thickness?

**A:** Let each used site leave one metal atom in the film, and let $n_{\rm film}$ be the number of metal atoms per film volume. If the second reactant renews every site, the growth per cycle is $\theta N/n_{\rm film}$, with the saturated value $N/n_{\rm film}$.

Take rough values for alumina from trimethylaluminium and water: 473 K, 0.10 Torr of precursor, 4.0 aluminium atoms per nm² per cycle, and a film density of 3.0 g/cm³. The formula unit Al₂O₃ holds two aluminium atoms, so $n_{\rm film}$ is twice the mass density divided by the mass of one formula unit, or 35.44 per nm³. The saturated growth per cycle is

$$
\frac{4.0\ \mathrm{nm^{-2}}}{35.44\ \mathrm{nm^{-3}}}=0.113\ \mathrm{nm}.
$$

For monomers of molar mass 72.09 g/mol, $\Phi=1.902\times10^5$ hits per nm² per second. Each site is hit $1.902\times10^5/4.0=4.756\times10^4$ times per second. Multiplication by $s$ gives $r=475.6\ \mathrm{s^{-1}}$ for $s=10^{-2}$ and $4.756\ \mathrm{s^{-1}}$ for $s=10^{-4}$. For 99% coverage, $\ln(1/0.01)=4.605$, and the pulses are

$$
\frac{4.605}{475.6\ \mathrm{s^{-1}}}=0.0097\ \mathrm{s},
\qquad
\frac{4.605}{4.756\ \mathrm{s^{-1}}}=0.97\ \mathrm{s}.
$$

At 0.10 Torr these are exposures of $9.7\times10^{-4}$ and $9.7\times10^{-2}$ Torr s. Here is your comparison with more pulse times:

| Pulse (s) | nm per cycle, $s=10^{-2}$ | nm per cycle, $s=10^{-4}$ |
|---:|---:|---:|
| 0.01 | 0.112 | 0.005 |
| 0.10 | 0.113 | 0.043 |
| 1.00 | 0.113 | 0.112 |
| 3.00 | 0.113 | 0.113 |

**Q:** So my 0.043 nm was correct, but it was not a saturated value.

**A:** Right. For $rt\ll1$, expansion of the exponential gives $\theta\approx s\Phi t/N$, and growth at fixed exposure really is proportional to $s$. Your belief is a good description of that limit. It fails when it is carried over to saturation.

**Q:** Could I have noticed this without knowing $s$?

**A:** Lengthen the pulse at fixed pressure. Your 0.10 s pulse left a fraction $1-0.3785=0.6215$ free. A second 0.10 s leaves $0.6215^2=0.386$, so coverage rises from 0.38 to 0.61. A saturated pulse would show no such rise. A rise alone does not prove that sites were left free, however, because a parallel reaction that never saturates would also cause one.

**Q:** The cycle has a second half. Suppose the water reaction is the slow one.

**A:** Then the same reasoning applies to the water pulse. Let the precursor pulse convert a fraction $f_A$ of the sites ready for it, and let the water pulse renew a fraction $f_B$ of the sites that need water. Call $u$ the fraction ready for precursor at the start of a cycle. After the precursor pulse, $u(1-f_A)$ remain ready and $1-u(1-f_A)$ need water. In a steady sequence the next cycle starts with the same $u$:

$$
u=u(1-f_A)+f_B\left[1-u(1-f_A)\right].
$$

Collect the terms in $u$:

$$
u\left[1-(1-f_A)(1-f_B)\right]=f_B
\;\Rightarrow\;
u=\frac{f_B}{f_A+f_B-f_Af_B}.
$$

The precursor fills $g=f_Au$ of all sites in each cycle, so

$$
g=\frac{f_Af_B}{f_A+f_B-f_Af_B}.
$$

If both pulses saturate, $f_A=f_B=1$ and $g=1$, whatever the two sticking probabilities are. If only the precursor saturates, $g=f_B$: the incomplete water pulse limits growth.

With both pulses short, say $f_A=0.5034$ and $f_B=0.3935$, the formula gives $g=0.283$. I also simulated random hits on 20,000 individual sites. After discarding the first 20 cycles, the average over the next 80 was 0.283.

**Q:** Your exponential assumes that sites fill independently. A bulky precursor blocks its neighbours. Might a slow reaction then leave a different arrangement, with more gaps?

**A:** Think of the hits as a random sequence of positions. A fraction $1-s$ of them, chosen at random, does nothing. Strike those from the list. What distinguishes the remaining list from one for $s=1$?

**Q:** It takes longer to collect. The order of positions is just as random.

**A:** So the statistics of the final arrangement are the same, provided that $s$ is common to all permitted positions and that adsorbed molecules neither move nor leave. Blocking lowers the saturated coverage, but $s$ does not set the amount by which it does so.

A solvable case is a long line of sites on which each molecule fills two adjacent sites, both of which must be free. Measure time $\tau$ so that each neighbouring pair receives one reactive attempt per unit time. Let $P_k$ be the probability that $k$ given consecutive sites are all empty. Such a group is lost if a molecule lands on one of its $k-1$ inner pairs, or on a pair that straddles either end, which requires one more empty site:

$$
\frac{dP_k}{d\tau}=-(k-1)P_k-2P_{k+1}.
$$

Try $P_k=e^{-(k-1)\tau}\phi(\tau)$. The first term on the right cancels against the derivative of the exponential, leaving $\phi'=-2e^{-\tau}\phi$. With $\phi(0)=1$,

$$
\phi=\exp\left[-2(1-e^{-\tau})\right].
$$

Since $P_1=\phi$, the empty fraction tends to $e^{-2}$ and the coverage to $1-e^{-2}=0.865$. Random deposition on a ring of 3000 sites ended at 0.866 for $s=1$ and 0.873 for $s=0.05$. These are single finite runs; the equality of the limits rests on the argument about ignored hits.

**Q:** What if the sites are not alike?

**A:** Suppose half have $s=10^{-2}$ and half have $s=10^{-4}$, and they fill independently. After 0.10 s the first half is full and the second is 38% full, so the total is 69%. The remaining approach to saturation is slow, and closely spaced pulse times might make it look like a plateau: from 0.10 s to 0.11 s, growth rises by only about 2%. After 3 s both halves are practically full. Sites with $s=0$ never fill, but they should not be counted in $N$.

**Q:** And if the molecule can come off again?

**A:** Then the premise of irreversible reaction is broken. With a desorption rate $k_d$,

$$
\frac{d\theta}{dt}=r(1-\theta)-k_d\theta .
$$

Setting the derivative to zero gives the final coverage:

$$
\theta_\infty=\frac{r}{r+k_d}.
$$

At fixed $k_d$, the value of $r$, and therefore of $s$, now matters even after an unlimited pulse. With $k_d=1.0\ \mathrm{s^{-1}}$ for both precursors, the final coverage is 0.998 for $s=10^{-2}$ but 0.826 for $s=10^{-4}$. A loss of 1% requires $r/(r+k_d)=0.99$, or $k_d=r/99$. That is 4.8 s⁻¹ for the faster precursor and only 0.048 s⁻¹ for the slower one. Desorption during the purge would come on top. If desorption is the reverse of the same reaction over the same barrier, however, raising only the barrier lowers $r$ and $k_d$ by the same factor, and $\theta_\infty$ does not change.

Parallel decomposition errs in the other direction, since it adds material as long as the precursor flows. During the 0.97 s pulse, a parasitic growth of $0.01\times0.113/0.97\approx1.2\times10^{-3}$ nm/s would add 1% of the ideal growth per cycle. A low $s$ thus makes the process more sensitive to such side reactions because the pulse is longer.

**Q:** My real structure is a deep hole. Does its bottom also need a hundred times the exposure?

**A:** The chemical part does. But molecules must also be carried in to cover the walls, and that demand is nearly independent of $s$. Let the hole be a cylinder of diameter $d$, with depth $a$ diameters. Gas collisions inside are negligible, and the walls send molecules back in random directions. We need the diffusivity.

Consider a molecule crossing a section of the tube at angle $\vartheta$ to the axis. If its last wall contact was a distance $\ell$ back, it carries the gas density from $\ell\cos\vartheta$ upstream. For a gentle density gradient $n'$, the uniform part of the density cancels between the two directions, and the net flux is

$$
J=-\frac{\bar v n'}{4\pi}\left\langle\int\ell\cos^2\vartheta\,d\Omega\right\rangle,
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}},
$$

where the brackets average over the section. Let $c$ be the distance to the wall projected onto the section, so $\ell=c/\sin\vartheta$. The factor $\sin\vartheta$ in $d\Omega$ cancels, and $\int_0^\pi\cos^2\vartheta\,d\vartheta=\pi/2$. For a circle of radius $R$, average $c$ along parallel chords of length $2\sqrt{R^2-y^2}$:

$$
\langle c\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-y^2)\,dy=\frac{8R}{3\pi}.
$$

The azimuth contributes $2\pi$, so

$$
J=-\frac{\bar v n'}{4\pi}\,\frac{\pi}{2}\,2\pi\,\frac{8R}{3\pi}=-\frac{d\bar v}{3}n'.
$$

Now measure depth as $\zeta=z/d$. Since $\bar v/(4k_BT)=1/\sqrt{2\pi mk_BT}$,

$$
J=-\frac{4}{3\sqrt{2\pi mk_BT}}\frac{\partial p}{\partial\zeta}.
$$

**Q:** The flux must decrease with depth, because the walls consume molecules.

**A:** Yes. Per unit cross-section, a slice $d\zeta$ has wall area $4\,d\zeta$. Neglecting gas stored in the hole, $\partial J/\partial\zeta=-4N\,\partial\theta/\partial t$. Integrate this over time, and let $x(\zeta)$ be the local exposure divided by $X_1$. Then

$$
\frac43x''=4\theta\;\Rightarrow\;x''=3\theta .
$$

The bottom face consumes $N\theta(a)$ per area, so $-\tfrac43x'(a)=\theta(a)$. Integration from depth $\zeta$ to the bottom gives

$$
-x'(\zeta)=\frac34\theta(a)+3\int_\zeta^a\theta(\zeta')\,d\zeta'.
$$

A second integration, from mouth to bottom, gives

$$
x(0)-x(a)=\frac{3a}{4}\theta(a)+3\int_0^a\zeta\,\theta(\zeta)\,d\zeta .
$$

At the mouth, I approximate the net inflow by $(p_{\rm out}-p(0))/\sqrt{2\pi mk_BT}$. Its time integral must equal everything consumed:

$$
x_{\rm out}-x(0)=4\int_0^a\theta\,d\zeta+\theta(a).
$$

If every coverage were 1, the two differences would add up to

$$
G=1+4a+\frac{3a}{4}+\frac{3a^2}{2}=1+\frac{19a}{4}+\frac{3a^2}{2}.
$$

In this diffusion model, exposure falls with depth, so coverage is lowest at the bottom. When the bottom reaches $1-\varepsilon$, every coverage lies between $1-\varepsilon$ and 1. Locally $\theta=1-e^{-sx}$, hence $x(a)=\ln(1/\varepsilon)/s$, and

$$
x_{\rm out}=\frac{\ln(1/\varepsilon)}{s}+cG,\qquad 1-\varepsilon\le c\le1.
$$

**Q:** So $1/s$ stands beside a transport term. Which is larger?

**A:** For a hole 100 nm wide and 4000 nm deep, $a=40$ and $G=1+190+2400=2591$. The reaction term is 460.5 for $s=10^{-2}$ and 46,052 for $s=10^{-4}$. Transport dominates the first case, reaction the second. I solved the filling numerically with 80 slices in depth. The 99% exposures at the bottom were 3043 and 48,618 in units of $X_1=2.103\times10^{-6}$ Torr s, or $6.4\times10^{-3}$ and 0.102 Torr s. At 0.10 Torr, the pulses are 0.064 s and 1.02 s. Their ratio is 16, not 100. The saturated number of metal atoms per wall area is still the same.

**Q:** How rough is your mouth condition?

**A:** In a diffusive flow, the one-way rates differ from the isotropic value by $+J/2$ and $-J/2$. Taking this into account halves the pressure drop at the mouth. The term $4a+1=161$ in $G$ would fall by about 80, which is 3% of $G$. For an empty tube open at both ends, the same correction gives end drops of $J/2$ each and a transmission probability of $1/(1+3a/4)=0.0323$. A numerical calculation of straight flights between 400 wall rings gives 0.0313 (finer rings lower this by less than 0.0001), so the diffusion result is 3% too high. The halved mouth term should therefore not be applied alone. For the closed hole with $a=40$, straight flights between 800 wall rings give a transport term of 2590, close to the uncorrected $G=2591$ and 3% above the value 2511 obtained by halving.

The hole also changes during deposition. After 100 saturated cycles its width is 77 nm. At unchanged depth, the leading transport term grows as $1/d^2$, by a factor of $(100/77.4)^2\approx1.7$. With the other terms included, the 99% exposure rises by about 54% for $s=10^{-2}$, but by only about 3% for $s=10^{-4}$, where reaction dominates.

**Q:** Is a flat wafer in a reactor free of such transport delays?

**A:** Not necessarily. Put a stagnant gas layer of thickness $\delta$ and diffusivity $D$ above it, initially without precursor. The downward flux at height $z$ supplies the surface and the gas below $z$. Integrated over the pulse,

$$
D\frac{\partial}{\partial z}\int_0^t n\,dt'=N\theta+\int_0^z n(z',t)\,dz'.
$$

Integrate over the layer. The left side becomes $D\left[n_{\rm out}t-\int_0^t n(0,t')\,dt'\right]$. At coverage $1-\varepsilon$ the surface has received the same exposure as without the layer, so this equals $Dn_{\rm out}\Delta t$, where $\Delta t$ is the delay caused by the layer. The stored gas contributes between zero and $n_{\rm out}\delta^2/2$, where $n_{\rm out}=p/k_BT$. Dividing by $Dn_{\rm out}$ bounds the delay $\Delta t$ to coverage $1-\varepsilon$:

$$
(1-\varepsilon)\frac{Nk_BT\delta}{Dp}\le\Delta t\le\frac{Nk_BT\delta}{Dp}+\frac{\delta^2}{2D}.
$$

For a 1 cm layer at 1 Torr total pressure, I take a rough collision diameter $\sigma=0.5$ nm. The free path $\lambda=k_BT/(\sqrt2\pi\sigma^2p_{\rm tot})$ is 44 µm, and the simple kinetic estimate $D=\lambda\bar v/3$ is 55 cm²/s. The two terms on the right are then 0.0036 s and 0.0091 s. Numerical solution of the diffusion equation gives 99% pulses of 0.021 s for $s=10^{-2}$ and 0.98 s for $s=10^{-4}$. With this $D$, the layer more than doubles the short pulse and adds about 1% to the long one. The simple estimate of $D$ is low, however. For the same $\sigma$, the hard-sphere Chapman–Enskog formula gives about 130 cm²/s for the precursor in nitrogen. The pulses are then 0.015 s and 0.97 s, so the layer lengthens the short one by about half. In either case the saturated coverage is unchanged.

**Q:** How close is all this to real alumina deposition?

**A:** About 0.1 nm per cycle is a realistic rough size for this process. The model's 0.113 nm follows from the chosen site and film densities and is not a prediction. Both sticking probabilities are hypothetical. In a real process, $N$ can change with temperature because the supply of reactive surface groups changes. At fixed film density, 10% fewer sites mean 10% less growth. By contrast, heating by 50 K at fixed pressure, $s$ and $N$ raises the flat-surface exposure by only 5%, through $\sqrt T$. A real $s$ will generally change with temperature too, and that change can be much larger: if $s=e^{-E/k_BT}$ is $10^{-4}$ at 473 K, the same 50 K raise it by a factor of 2.4.

**Q:** Then my calculated barrier tells me about the pulse I must buy, and I need a separate calculation for the thickness I receive.

**A:** Yes, as long as the reaction is irreversible and side reactions stay negligible over that pulse. The barrier is only one input to the pulse, though: $s$ also depends on the prefactor and may change as the surface fills, and transport can dominate, as it does in the hole for $s=10^{-2}$. For the thickness, you need the number of sites that can react, the blocking between adsorbed molecules, and the film density. If the required pulse is so long that decomposition contributes, or if deposited molecules are lost by desorption, the ideal saturated value is no longer the right estimate.
